# Lindh Model Hessian and BFGS Steps for Hydrogen Peroxide

## Problem

A quasi-Newton minimization needs a first guess for the Hessian. For H$_2$O$_2$, compare a guess built from the geometry alone with the unit matrix.

**Energy surface.** Use restricted Hartree-Fock in the 6-31G(d) basis with spherical d functions. The "exact" Hessian $H$ is the analytic second derivative of this energy. It is exact for this surface, which leaves out electron correlation and has a finite basis. Coordinates are Cartesian and not mass-weighted, so eigenvalues are force constants in hartree/bohr$^2$, not squared frequencies.

**Lindh model.** For each pair of atoms at distance $r_{ij}$ define

$$\rho_{ij}=\exp\!\left[\alpha_{ij}\left(R_{ij}^2-r_{ij}^2\right)\right].$$

| Pair | $\alpha$ (bohr$^{-2}$) | $R$ (bohr) |
|---|---|---|
| H, H | 1.0000 | 1.35 |
| O, H | 0.3949 | 2.10 |
| O, O | 0.2800 | 2.87 |

Distances, angles and torsions receive the force constants

$$k_{ij}=0.45\,\rho_{ij},\qquad k_{ijk}=0.15\,\rho_{ij}\rho_{jk},\qquad k_{ijkl}=0.005\,\rho_{ij}\rho_{jk}\rho_{kl},$$

in hartree/bohr$^2$ for distances and hartree/rad$^2$ for the others. All 6 distances, 12 angles (4 centres, 3 pairs each) and 12 torsions (24 orderings, halved because reversal changes nothing) enter, bonded or not. With $q_0$ the values at the current geometry and $k_q$ held fixed, the model energy is $V=\frac12\sum_q k_q(q-q_0)^2$.

**BFGS.** With gradient $g$ and current matrix $B$, the step is $s=-B^{-1}g$. It is shortened to 0.3 bohr if longer, and halved as long as the energy exceeds $E+10^{-4}\,g^Ts+10^{-8}$ hartree. With $y=g_{\rm new}-g$,

$$B'=B+\frac{yy^T}{s^Ty}-\frac{Bs\,s^TB}{s^TBs}.$$

The update is skipped if $s^Ty\le10^{-8}|s||y|$.

**Geometries.** The start is O–O 1.48 Å, O–H 1.00 and 0.93 Å, O–O–H angles 98° and 107°, dihedral 90°. It has no symmetry, so no internal direction is excluded. The minimum has O–O 2.6397, O–H 1.7942, O···H 3.4872 and H···H 4.4984 bohr.

1. Derive the Cartesian Hessian $M$ of the model and find its zero modes.
2. Evaluate the main force constants at the minimum.
3. Compare the eigenvalues of $M$ and $H$ there.
4. Which property of a start matrix governs the convergence?
5. Count the BFGS steps from both starts.

## Hints

1. Differentiate $V$ twice and then set $q=q_0$. For the torsion, find the gradients on the end atoms geometrically; invariance under translation and rotation gives the rest.
2. Angles and torsions are chains of pairs. Ask which chains contain bonded pairs alone.
3. Two lists of eigenvalues say nothing about directions. Evaluate $v^TMv$ along the eigenvectors $v$ of $H$ as well.
4. Near the minimum $g=He$, where $e$ is the position error. Follow $e$ through one step.
5. $M$ is singular. Give the translations and rotations the curvature they have in the unit matrix.

## Solution

### 1. The model Hessian

Two derivatives of $V$ give

$$\nabla\nabla^TV=\sum_q k_q\left[\nabla q\,\nabla q^T+(q-q_0)\nabla\nabla^Tq\right].$$

At the current geometry $q=q_0$, so the second term vanishes and

$$M=\sum_q k_q\,\nabla q\,\nabla q^T .$$

Only first derivatives of the internal coordinates are needed.

**Distance.** With $u=(x_i-x_j)/r_{ij}$, $\nabla_i r_{ij}=u$ and $\nabla_j r_{ij}=-u$.

**Angle at $j$.** Let $u=(x_i-x_j)/r_{ij}$ and $v=(x_k-x_j)/r_{jk}$, so $\cos\theta=u\cdot v$. Moving atom $i$ changes the unit vector by $\delta u=[\delta x_i-u(u\cdot\delta x_i)]/r_{ij}$. Hence

$$-\sin\theta\,\delta\theta=v\cdot\delta u=\frac{(v-\cos\theta\,u)\cdot\delta x_i}{r_{ij}},\qquad
\nabla_i\theta=\frac{\cos\theta\,u-v}{r_{ij}\sin\theta}.$$

Exchanging the two arms gives $\nabla_k\theta=(\cos\theta\,v-u)/(r_{jk}\sin\theta)$. A common translation leaves $\theta$ unchanged, so $\nabla_j\theta=-\nabla_i\theta-\nabla_k\theta$.

**Torsion $i$–$j$–$k$–$l$.** Let $a=x_i-x_j$, $b=x_j-x_k$, $c=x_l-x_k$, $m=a\times b$ and $n=c\times b$. Define $\phi$ as the azimuth of $i$ minus that of $l$ about the axis $b/|b|$. The opposite sign convention would leave $\nabla\phi\nabla\phi^T$ unchanged.

A rotation of atom $i$ about the axis by a small angle $\beta$ moves it by $\beta\,(b\times a)/|b|=-\beta\,m/|b|$. Motion within the plane $ijk$ does not change the azimuth. The gradient is therefore parallel to $m$, and its product with this displacement must equal $\beta$. The same holds for $l$, with the opposite sign:

$$\nabla_i\phi=-\frac{|b|}{|m|^2}\,m,\qquad \nabla_l\phi=+\frac{|b|}{|n|^2}\,n .$$

Rotational invariance about $x_k$ requires

$$(a+b)\times\nabla_i\phi+b\times\nabla_j\phi+c\times\nabla_l\phi=0 .$$

Take the cross product of $b$ with this equation and use $b\times(p\times w)=p\,(b\cdot w)-w\,(b\cdot p)$. All the gradients are perpendicular to $b$: the end ones by construction, and $\nabla_j\phi$ because sliding $j$ along the axis changes neither plane. Thus

$$-\,b\cdot(a+b)\,\nabla_i\phi-|b|^2\nabla_j\phi-(b\cdot c)\,\nabla_l\phi=0,$$

$$\nabla_j\phi=-\left(1+\frac{a\cdot b}{|b|^2}\right)\nabla_i\phi-\frac{b\cdot c}{|b|^2}\nabla_l\phi .$$

Translation gives $\nabla_k\phi=-\nabla_i\phi-\nabla_j\phi-\nabla_l\phi$.

**Zero modes.** For any displacement $d$,

$$d^TMd=\sum_q k_q(\nabla q\cdot d)^2\ge0 .$$

Rigid motions change no $q$, so $M$ has at least six zero modes. There are no more if the four atoms are not coplanar. Suppose $d$ changes no distance to first order. Subtract a translation that fixes the first atom, a rotation that fixes the second, and a rotation about their line that fixes the third. The fourth displacement is then perpendicular to three independent directions and must vanish, so $d$ was rigid. On the six internal directions $M$ is positive.

This positivity suits a minimization, but it means that $M$ cannot represent the negative curvature at a torsional barrier. The construction also breaks down when three atoms become collinear, since $\sin\theta$, or $|m|$ or $|n|$, is then zero.

### 2. Force constants at the minimum

For an O–H bond,

$$\rho_{\rm OH}=\exp[0.3949\,(2.10^2-1.7942^2)]=1.60,\qquad k=0.45\times1.60=0.720\ \text{hartree/bohr}^2 .$$

The O–O bond has $\rho_{\rm OO}=1.43$ and $k=0.642$ hartree/bohr$^2$. For the chains of bonded pairs,

$$k_{\rm HOO}=0.15\,\rho_{\rm OH}\,\rho_{\rm OO}=0.342\ \text{hartree/rad}^2,$$

$$k_{\rm HOOH}=0.005\,\rho_{\rm OH}^2\,\rho_{\rm OO}=0.0183\ \text{hartree/rad}^2 .$$

For the non-bonded pairs, $\rho_{\rm O\cdots H}=0.047$ and $\rho_{\rm H\cdots H}=1.0\times10^{-8}$. The exponential thus separates bonded from non-bonded pairs without a list of bonds.

### 3. Eigenvalues

The analytic Hartree-Fock Hessian and $M$, both at the minimum, are restricted to the six directions orthogonal to rigid motions and diagonalized. In hartree/bohr$^2$:

| Mode | $H$ | $M$ | ratio $M/H$ | $v^TMv$ |
|---|---|---|---|---|
| 1 | 0.0118 | 0.0303 | 2.57 | 0.0321 |
| 2 | 0.173 | 0.225 | 1.30 | 0.235 |
| 3 | 0.201 | 0.322 | 1.60 | 0.322 |
| 4 | 0.754 | 1.374 | 1.82 | 1.386 |
| 5 | 1.201 | 1.463 | 1.22 | 1.463 |
| 6 | 1.307 | 1.583 | 1.21 | 1.559 |

Projecting the eigenvectors of $H$ on the internal gradients shows their character. Mode 1 is the torsion. Modes 2 and 3 are the in-phase and out-of-phase bends, the former with some torsion. Mode 4 is the O–O stretch mixed with in-phase bending. Modes 5 and 6 are the out-of-phase and in-phase O–H stretches, the latter with some O–O stretch.

The last column lies within about 6% of the eigenvalues of $M$. The corresponding eigenvectors of $H$ and $M$ overlap by 0.99 or more for modes 1, 2, 3 and 5 and by 0.94 for modes 4 and 6, so the model places its curvatures close to the right directions. Every eigenvalue is too large, by factors from 1.21 to 2.57, but the model captures much of the spread: its largest eigenvalue is $1.583/0.0303=52$ times its smallest, against 111 for $H$.

The torsion is worst, and its excess can be traced. A unit displacement along mode 1 changes the dihedral by 1.133 rad/bohr. The bonded torsion therefore contributes

$$0.0183\times1.133^2=0.0235\ \text{hartree/bohr}^2$$

to $v^TMv=0.0321$. This term alone is twice the exact 0.0118. The two bonded angles change by 0.033 rad/bohr each and add $2\times0.342\times0.033^2=0.0007$. The O–O bond changes by 0.025 bohr/bohr and adds $0.642\times0.025^2=0.0004$; the O–H terms are smaller still. The remaining 0.0075 or so comes from coordinates that contain a non-bonded pair, in practice O···H. The model torsion is too stiff mainly through its own force constant, and further through these weak terms.

### 4. What a good start matrix must do

Let $B_0$ be the start matrix and $e_0$ a small initial error. In the harmonic region $g=He_0$, and a full step gives

$$e_1=e_0-B_0^{-1}g=(1-B_0^{-1}H)\,e_0 .$$

Define $\mu$ and $w$ by $Hw=\mu B_0w$. Then $B_0^{-1}Hw=\mu w$, and the component of the error along $w$ is multiplied by $1-\mu$. The ideal is $\mu=1$ for every mode.

The same $\mu$ govern the later steps. Write $B_0=LL^T$ and use $z=L^Tx$. Then $g_z=L^{-1}g$, $s_z=L^Ts$, $y_z=L^{-1}y$ and $B_z=L^{-1}BL^{-T}$. The first step becomes $s_z=-g_z$. Since $s_z^Ty_z=s^Ty$ and $B_zs_z=L^{-1}Bs$, the update keeps its form. BFGS started from $B_0$ is therefore BFGS started from the unit matrix on a surface with Hessian $L^{-1}HL^{-T}$, whose eigenvalues are the $\mu$. The step cap, the test for skipping an update and the gradient threshold use Cartesian norms and are not invariant under this change, so the equivalence covers the iteration without capped steps or skipped updates.

For the unit matrix, which means 1 hartree/bohr$^2$ in every direction, $\mu$ equals the eigenvalues of $H$. Their condition number, the largest divided by the smallest, is

$$1.307/0.0118=111 .$$

For the Lindh matrix the generalized eigenvalues are 0.339, 0.555, 0.623, 0.800, 0.822 and 0.903. Their condition number is 2.7. The condition number is a summary, and the whole set of $\mu$ matters: a start with five $\mu$ equal to 1 and one equal to 0.0118 has condition number 85 but leaves the updates only one curvature to learn (see Variation A).

The torsion shows the difference directly. Displace the molecule by $\pm0.01$ bohr along mode 1, take the central difference of the Hartree-Fock gradients, and apply one step. The fraction of the mode-1 error that remains is 0.988 for the unit matrix, in agreement with $1-0.0118$, and 0.613 for the Lindh matrix. If the unit matrix were never updated, reducing the torsional error tenfold would take $\ln10/(-\ln0.9882)\approx194$ steps. A useful count from this start depends on the updates.

### 5. Counting BFGS steps

The update learns the curvature just sampled, because

$$B's=Bs+y\,\frac{y^Ts}{s^Ty}-Bs\,\frac{s^TBs}{s^TBs}=y .$$

It also keeps a positive $B$ positive if $s^Ty>0$. For any $z\ne0$,

$$z^TB'z=\left[z^TBz-\frac{(z^TBs)^2}{s^TBs}\right]+\frac{(y^Tz)^2}{s^Ty}.$$

The bracket is non-negative by the Cauchy-Schwarz inequality for the scalar product defined by $B$, and vanishes only for $z$ parallel to $s$. In that case the last term is positive.

At the starting geometry take $B_0=M+P$, with $P$ the projector on translations and rotations. Both starts then have the value 1 hartree/bohr$^2$ on these six directions and differ only in the internal ones. The table gives the number of accepted steps until the largest gradient component first falls below the threshold.

| Threshold (hartree/bohr) | Lindh | Unit matrix |
|---|---|---|
| $10^{-3}$ | 6 | 15 |
| $10^{-4}$ | 8 | 16 |
| $10^{-5}$ | 9 | 19 |

Both runs reach the same minimum (energies within $10^{-6}$ hartree, angles within 0.3°). The Lindh run ends with O–O 1.397 Å, O–H 0.949 Å, O–O–H angles 102.0° and dihedral 115.0°. Down to the tightest threshold they use 10 and 20 energy-gradient evaluations. That is one more than the number of steps, so no step had to be halved.

The loosest threshold is weak for this molecule. An error $t$ along mode 1 produces a gradient of norm $0.0118\,t$ in the harmonic region. In this approximation $t=0.085$ bohr gives a norm of $10^{-3}$ hartree/bohr, which no component can exceed, while the dihedral is still wrong by $0.085\times1.133=0.096$ rad, or 5.5°. This is a harmonic estimate of the torsional force alone. A straight Cartesian displacement of this length also stretches each O–H bond by about 0.002 bohr at second order, and the Hartree-Fock gradient there has a norm of about $2.5\times10^{-3}$ hartree/bohr, with a largest component slightly above the threshold. A twist of the dihedral by $\pm5.5$° with bond lengths and angles held at their minimum values avoids this stretch; the largest Hartree-Fock gradient component is then 8 to $9\times10^{-4}$ hartree/bohr, so such a geometry passes the loosest test.

One starting geometry could be a favourable accident. To see how far the result depends on it, replace the surface by the harmonic one with Hessian $H$ on the internal directions. Start from 100 random internal displacements of length 0.3 bohr and run the same algorithm to $10^{-5}$ hartree/bohr. The mean is 7.9 steps (range 6–8) for the Lindh matrix at the minimum and 16.9 (range 11–18) for the unit matrix. On this harmonic surface the saving of about half thus holds over many starts. The test leaves out anharmonicity and builds $M$ at the minimum rather than at each start; on the Hartree-Fock surface only one start was run. It remains a result for this molecule, these coordinates and this step control.

## Variations

### A. Correct only the torsion

*How much is gained if the unit matrix receives the exact curvature of mode 1 and nothing else?*

Let $v_1$ be the normalized mode 1 and $\lambda_1$ its exact eigenvalue. Take

$$B_0=1+(\lambda_1-1)\,v_1v_1^T .$$

Then $B_0v_1=\lambda_1v_1=Hv_1$, so $\mu=1$ for the torsion. The other five $\mu$ remain the eigenvalues 0.173 to 1.307 of $H$. The condition number drops from 111 to $1.30735/0.17340=7.5$.

From the same 100 harmonic starts the mean is 10.6 steps. Of the $16.9-7.9=9.0$ steps that separate the unit and Lindh matrices, this single correction saves $16.9-10.6=6.3$, or 70%. On the harmonic surface, the torsion is the most valuable single mode to correct: giving the exact curvature to any one of the other modes instead leaves a mean of about 14 to 17 steps. The wrong torsional curvature is not by itself what makes the start slow, however. If modes 2 to 6 are exact and the torsion keeps the value 1, the mean is only about 3 steps, because the updates then have a single curvature to learn.

### B. Right eigenvalues, wrong directions

*Is a matrix with the Lindh eigenvalues a good start whatever its eigenvectors?*

Consider two modes with exact curvatures $\lambda_s<\lambda_b$, and a start matrix with the same two eigenvalues attached to the wrong modes. Then $\mu=\lambda_s/\lambda_b$ and $\lambda_b/\lambda_s$, with condition number $(\lambda_b/\lambda_s)^2$. The unit matrix has $\lambda_b/\lambda_s$. For the extreme modes of H$_2$O$_2$ this is $111^2\approx1.2\times10^4$ against 111, so a complete exchange is worse conditioned than no information at all. This does not by itself make BFGS slower: with these two curvatures exchanged and the other four modes exact, four of the six $\mu$ equal 1, and random harmonic starts of 0.3 bohr need about 8 accepted steps on average, about half the count of the unit matrix. Some steps must now be halved, so the cost is about 11 energy-gradient evaluations against about 18.

A random rotation of the Lindh eigenvectors gives a smaller condition number, at most $111\times52\approx5.8\times10^3$ and typically of order $10^3$, but it disturbs all six modes. Keep the six eigenvalues of $M$, rotate its internal eigenvectors at random for each of the 100 harmonic starts, and leave $P$ unchanged. The mean rises from 7.9 to 16.2 steps (range 8–20), close to the 16.9 of the unit matrix. Nearly all the benefit of the Lindh matrix is lost, although its list of eigenvalues is the same. A comparison of eigenvalues must therefore be accompanied by one of directions, as in the last column of the table in part 3 or in the values of $\mu$.

Numbers in the example were calculated in double precision.
